\section*{Peeling One Layer from a Layered Crystal: Monolayer Minus Bulk Energy}

\section{A surface cost without a surface calculation}

In a model crystal with rough parameters in the regime of MoS$_2$, lifting the top layer from a relaxed stack of 16 layers costs $1.730979\ \mathrm{eV/nm^2}$. The energy of an isolated monolayer minus the bulk energy per layer is $1.730984\ \mathrm{eV/nm^2}$. The second number involves no slab and no surface of a thick crystal, yet the two differ by only $5\ \mu\mathrm{eV/nm^2}$. The forces reach across the whole stack and cannot be written as a sum over pairs, and every slab was relaxed.

These notes show that the difference vanishes for a semi-infinite crystal, and under which conditions. Energies are static energies per in-plane cell, or per area of that cell. The example uses eV and nm.

\section{Definitions and statement}

Consider identical, neutral layers without a net perpendicular dipole. Successive layers are equivalent: one symmetry operation $T$ of the bulk (a translation, screw or glide) carries each layer to the next. The in-plane lattice is held at its bulk value. Define
\begin{itemize}
\item $e(N)$: the lowest energy of $N$ layers, with all spacings and internal coordinates relaxed;
\item $e_1=e(1)$: the energy of the isolated monolayer;
\item $\varepsilon_b$: the bulk energy per layer, the lowest value over all periodic stackings.
\end{itemize}
Peeling one layer from $N$ and letting both parts relax costs
\begin{equation}
W_N=e(N-1)+e_1-e(N). \label{WN}
\end{equation}
This is a difference between end states, hence the reversible work. A semi-infinite crystal has infinite energy, so its peel cost is defined by letting the bottom surface recede: $W=\lim_{N\to\infty}W_N$.

\textbf{Statement.} If this limit exists, and if cutting a slab out of the bulk costs an energy that grows more slowly than $N$, then
\begin{equation}
W=e_1-\varepsilon_b. \label{main}
\end{equation}

\section{Proof}

\subsection{Peel the whole slab}

Add the costs of removing layers one by one until a single layer is left:
\begin{align}
\sum_{n=2}^{N}W_n&=\sum_{n=2}^{N}\left[e(n-1)-e(n)\right]+(N-1)e_1\nonumber\\
&=e(1)-e(N)+(N-1)e_1=Ne_1-e(N). \label{tele}
\end{align}
Neighbouring terms cancel in the first sum. No force law has entered, and each $e(n)$ is fully relaxed.

\subsection{The energy per layer tends to the bulk value}

\emph{Lower bound.} Repeat a relaxed $N$-layer slab periodically, with wide gaps. This is an allowed periodic stacking. As the gaps grow, the interaction of the neutral, non-polar slabs vanishes and the energy per layer tends to $e(N)/N$. Since $\varepsilon_b$ is the lowest value,
\begin{equation}
\varepsilon_b\le e(N)/N. \label{lower}
\end{equation}

\emph{Upper bound.} Cut $N$ layers from the bulk and do not relax them. This is a trial state for the slab, so $e(N)\le U_{\rm cut}(N)$, and by assumption $U_{\rm cut}(N)-N\varepsilon_b$ grows more slowly than $N$.

For rigid layers with pair energies $v_n$ between $n$th neighbours this can be verified. In the bulk, each layer has two $n$th neighbours and owns half of each bond, so $\varepsilon_b=e_1+\sum_{n\ge1}v_n$. The slab has $N-n$ such bonds. Hence
\begin{align}
U_{\rm cut}(N)-N\varepsilon_b
&=\sum_{n=1}^{N-1}(N-n)v_n-N\sum_{n=1}^{\infty}v_n\nonumber\\
&=-\sum_{n=1}^{\infty}\min(n,N)\,v_n. \label{cut}
\end{align}
Divide by $N$ and split the sum at a fixed $M<N$. The near part is at most $(M/N)\sum|v_n|$, which vanishes as $N\to\infty$. The far part is at most $\sum_{n>M}|v_n|$, which is as small as desired for large $M$. It is therefore enough that $\sum|v_n|$ converges: a tail $n^{-p}$ needs $p>1$.

The two bounds give $e(N)/N\to\varepsilon_b$.

\subsection{Average and limit}

Divide Eq.~(\ref{tele}) by $N$:
\begin{equation}
\frac1N\sum_{n=2}^{N}W_n=e_1-\frac{e(N)}N\longrightarrow e_1-\varepsilon_b. \label{avg}
\end{equation}
If $W_n\to W$, then for any $\delta>0$ all terms beyond some $M$ lie within $\delta$ of $W$. The first $M$ terms contribute an amount of order $1/N$ to the average. The average therefore also tends to $W$, which proves Eq.~(\ref{main}).

Surface relaxation drops out because peeling does not create a surface in addition to the old one. It replaces the old surface by its image under $T$, with the same relaxation energy.

Two remarks on the assumptions:
\begin{itemize}
\item If the freed layer also relaxes its in-plane lattice, use that lower energy $e_1'$ in Eq.~(\ref{WN}). The sum becomes $(N-1)e_1'+e(1)-e(N)$, and division by $N$ gives $W=e_1'-\varepsilon_b$.
\item If the crystal is metastable, the lower bound (\ref{lower}) is not available. The proof still holds if $e(N)/N\to\varepsilon_b$ within the metastable structure, for which a finite surface energy suffices.
\end{itemize}

\section{When does the limit exist?}

The average in Eq.~(\ref{avg}) could converge while the single costs keep oscillating. Surgery in the middle of the slab settles this for pair forces.

Remove a middle layer from the relaxed $N$-slab and close the gap with $T^{-1}$; let the energy change be $R_N$. Alternatively, open a gap in the relaxed $(N-1)$-slab and insert a layer; let the change be $I_{N-1}$. Both results are trial states, so $e(N-1)\le e(N)+R_N$ and $e(N)\le e(N-1)+I_{N-1}$, or
\begin{equation}
-R_N\le e(N)-e(N-1)\le I_{N-1}. \label{bracket}
\end{equation}

Take first an undistorted bulk of rigid layers, with $S=\sum_{n\ge1}v_n$. Removing a layer deletes its bonds on both sides, a change of $-2S$. Of the pairs at separation $s\ge2$, exactly $s-1$ have the removed layer between them, and closing the gap turns their $v_s$ into $v_{s-1}$. Up to a cutoff $M$ this adds
\begin{align}
\sum_{s=2}^{M}(s-1)(v_{s-1}-v_s)
&=\sum_{n=1}^{M-1}n\,v_n-\sum_{n=2}^{M}(n-1)v_n\nonumber\\
&=\sum_{n=1}^{M-1}v_n-(M-1)v_M\longrightarrow S.
\end{align}
The last term vanishes for $p>1$. Removal thus changes the interaction energy by $-2S+S=-S$.

Insertion creates bonds worth $2S$. It also stretches the $s$ pairs of separation $s$ that cross the opened gap:
\begin{align}
\sum_{s=1}^{M}s(v_{s+1}-v_s)
&=\sum_{n=2}^{M+1}(n-1)v_n-\sum_{n=1}^{M}n\,v_n\nonumber\\
&=-\sum_{n=1}^{M}v_n+Mv_{M+1}\longrightarrow -S.
\end{align}
The total is $2S-S=S$. With the layer's own energy included, $R=-(e_1+S)=-\varepsilon_b$ and $I=e_1+S=\varepsilon_b$, so both sides of Eq.~(\ref{bracket}) meet at $\varepsilon_b$.

A relaxed slab needs one physical assumption: its interior heals, meaning that the spacings at any fixed distance from the middle tend to the bulk spacing $c$. Let all spacings exceed some $\delta>0$, and let $|v(z)|\le Kz^{-p}$ and $|v'(z)|\le Kz^{-p-1}$ at large $z$. Each term of the surgery cost then tends to its bulk value. The roughly $s$ crossing pairs at separation $s$ contribute at most a constant times $s\cdot s^{-p-1}=s^{-p}$, which is summable for $p>1$. The limit may therefore be taken term by term, and $W_N$ converges.

For non-additive forces, the corresponding condition is that both surgery costs tend to their bulk values. This is a property of the system and has to be examined case by case.

\section{Peeling, cleaving and slow tails}

Cleaving the crystal into two thick halves creates two surfaces. Its cost is the large-$N$ value of $\Gamma_N=e(N)-N\varepsilon_b$. For rigid pair forces, Eq.~(\ref{cut}) gives
\begin{equation}
\Gamma_\infty=-\sum_{n\ge1}n\,v_n,\qquad W=-\sum_{n\ge1}v_n .
\end{equation}
The two agree when only adjacent layers interact. Otherwise cleaving breaks $n$ bonds of range $n$, while peeling breaks one. For attractive tails with $1<p\le2$ the cleavage energy diverges, but the peel cost stays finite.

A dimensionless pair model shows this with strong relaxation. Let $v(z)=Az^{-8}-z^{-p}$. At uniform spacing $c$ the bulk interaction energy per layer is $A\zeta(8)c^{-8}-\zeta(p)c^{-p}$. It is stationary at $c=1$ if $8A\zeta(8)=p\,\zeta(p)$, so that
\begin{equation}
W=\zeta(p)-A\zeta(8)=\zeta(p)\left(1-\frac p8\right).
\end{equation}

For $p=1.5$ this gives $W=2.12255$. The top spacing of the relaxed 80-layer slab is 10.5\% larger than in the bulk. Between 20 and 80 layers $\Gamma_N$ grows from 15.4 to 33.1. The rigid estimate explains this growth: $\sum_{n<N}n^{-1/2}\approx2\sqrt N$ and $N\sum_{n\ge N}n^{-3/2}\approx2\sqrt N$, so $\Gamma_N$ rises roughly as $4\sqrt N$, which doubles when $N$ is quadrupled.

The error of a finite slab also follows from the rigid case. There $e(N)-e(N-1)-e_1=\sum_{n=1}^{N-1}v_n$, because the added layer has one neighbour at each distance. Therefore
\begin{equation}
W-W_N=-\sum_{n\ge N}v_n\simeq\sum_{n\ge N}n^{-p}\simeq\frac{N^{1-p}}{p-1}, \label{tail}
\end{equation}
where the short-range repulsion is dropped at large $N$. At $N=80$ and $p=2.5$ the relaxed slabs give $9.408\times10^{-4}$, and the sum over $n^{-p}$ gives $9.405\times10^{-4}$. At $p=1.5$ the values are 0.2223 and 0.2243, so relaxation changes the error by about 1\% of itself.

\section{Inequivalent layers}

Suppose that layers A and B alternate. Equation~(\ref{main}) then fails for a single peel, because the cost depends on which layer is on top. Removing two successive layers restores the original termination, and the argument of Section 3 applies to the two-layer block, with the order ABAB held fixed and $\varepsilon_b$ the mean energy per layer of that order:
\begin{equation}
W_A+W_B=e_{1A}+e_{1B}-2\varepsilon_b .
\end{equation}
As an example, multiply the attraction in the pair model by $g_ig_j$, with $g_A=1$, $g_B=0.6$ and $p=4$. With about 40 layers, peeling A costs 0.21062 and peeling B costs 0.18553. Their mean, 0.19808, equals the ABAB bulk interaction energy per layer with its sign reversed, to the digits given. ABAB is not the lowest order of these layers (AABB has $-0.243$ per layer), so the example relies on the order being fixed.

\section{A crystal with non-additive forces}

\subsection{The model}

Adjacent layers at spacing $d$ share a Morse bond,
\begin{equation}
u(d)=D\left\{\left[1-e^{-a(d-d_0)}\right]^2-1\right\},
\end{equation}
with $D=1.6\ \mathrm{eV/nm^2}$, $d_0=0.62$ nm and $a=12\ \mathrm{nm^{-1}}$. It stands for all contact forces.

In addition, each layer $i$ at height $z_i$ carries an in-plane polarization wave $P_ie^{iqx}$ along its wavevector. A field $E$ drives it as an oscillator, $\ddot P_i=-\omega_0^2P_i+\omega_0^2\alpha E_i$, where $\alpha$ is the sheet polarizability in Gaussian units. The wave in layer $j$ has charge density $-iqP_j$ and potential $(2\pi/q)(-iqP_j)e^{-q|z-z_j|}$. The field is $-iq$ times the potential, and $(-iq)^2=-q^2$, so $E_i=-2\pi q\sum_jP_je^{-q|z_i-z_j|}$. With $r=2\pi\alpha$,
\begin{equation}
\ddot P_i=-\omega_0^2\sum_jM_{ij}P_j,\quad
M_{ij}=\delta_{ij}+rq\,e^{-q|z_i-z_j|}.
\end{equation}
The modes have frequencies $\omega_0\sqrt{\lambda_m}$, where $\lambda_m$ are the eigenvalues of $M$. Their zero-point energy per area, relative to isolated layers, is
\begin{equation}
E_{\rm lr}=\frac{\hbar\omega_0}2\int_0^\infty\frac{q\,dq}{2\pi}
\left[\sum_m\sqrt{\lambda_m}-N\sqrt{1+rq}\right]. \label{lr}
\end{equation}
The square root of a matrix is not a sum over pairs, so the force is non-additive. The parameters are $r=4$ nm and $\hbar\omega_0=5$ eV.

For two layers, $\lambda_\pm=A_q\pm B_q$ with $A_q=1+rq$ and $B_q=rqe^{-qd}$. At $d\gg r$ the important $q$ satisfy $rq\ll1$, so $A_q\simeq1$ and $\sqrt{1+B_q}+\sqrt{1-B_q}-2\simeq-B_q^2/4$. Then
\begin{equation}
E_{\rm lr}\simeq-\frac{\hbar\omega_0r^2}{16\pi}\int_0^\infty q^3e^{-2qd}dq
=-\frac{3\hbar\omega_0r^2}{128\pi d^4},
\end{equation}
since the integral is $6/(2d)^4$. The distant tail of a pair thus has $p=4$. At contact $d<r$, and the full integral is needed.

In the bulk, neighbouring layers differ by a phase $\theta$. With $x=qc$, the eigenvalue is $1+rq\,\Sigma$, where the geometric series gives
\begin{equation}
\Sigma=\sum_{n=-\infty}^{\infty}e^{-x|n|+in\theta}
=\frac{1-e^{-2x}}{1-2e^{-x}\cos\theta+e^{-2x}}
=\frac{\sinh x}{\cosh x-\cos\theta}.
\end{equation}
Averaging $\sqrt{1+rq\Sigma}$ over $\theta$ replaces the mode sum per layer in Eq.~(\ref{lr}). The bulk energy thus comes from an integral, and the slab energies from matrix eigenvalues.

\subsection{Reading the numbers}

The bulk spacing is 0.6188 nm, and
\begin{equation}
W=e_1-\varepsilon_b=1.7310\ \mathrm{eV/nm^2}=0.277\ \mathrm{J/m^2}.
\end{equation}
The Morse bond supplies almost $1.600\ \mathrm{eV/nm^2}$, so about 0.131 comes from the long-range force. Two isolated layers 0.62 nm apart already have 0.125 of it. The slabs approach the limit as follows.
\begin{center}
\begin{tabular}{rcc}
$N$ & $W_N$ (eV/nm$^2$) & $W-W_N$ ($\mu$eV/nm$^2$)\\
2 & 1.725169 & 5815\\
4 & 1.730526 & 458\\
8 & 1.730938 & 46.5\\
16 & 1.730979 & 5.3
\end{tabular}
\end{center}
From 8 to 16 layers the error falls by a factor $46.5/5.26=8.8$. For $p=4$ the sum in Eq.~(\ref{tail}) also gives a ratio of 8.8, and its large-$N$ form gives 8. The size does not fit, however: the full two-layer energy from Eq.~(\ref{lr}), summed over $d=nc$ with $n\ge16$, would give about $190\ \mu\mathrm{eV/nm^2}$, some 36 times the error found. (The $d^{-4}$ law would give about 360, but it is not yet accurate at $d\approx10$ nm, which is only 2.5 times $r$.) The similar ratio therefore does not mean that the pair tails simply add up in this non-additive case.

At $N=16$ both surgery bounds on $e(N)-e(N-1)$ lie $5.265\ \mu\mathrm{eV/nm^2}$ above $\varepsilon_b$. They pin the energy step between them and show that the middle of this slab is already close to bulk.

The cleavage energy of the 16-layer slab is $1.7391\ \mathrm{eV/nm^2}$, 0.5\% above $W$. Dividing the full separation energy by $N$ is a poor estimate of $W$, because Eq.~(\ref{avg}) leaves an error $\Gamma_N/N$:
\begin{equation}
1.7310-\frac{1.7391}{16}=1.6223\ \mathrm{eV/nm^2},
\end{equation}
which is 6\% below $W$. Differences of successive slabs remove this surface term.

Relaxation is tiny here: the top spacing grows by 0.027 pm, and both faces together gain $0.36\ \mu\mathrm{eV/nm^2}$. The evidence for strong relaxation therefore comes from the pair model.

\section{What the example leaves out}

\emph{Out-of-plane polarization.} Including it with $2\pi\alpha_\perp=0.25$ nm adds $-0.092\ \mathrm{eV/nm^2}$ to the energy of two layers at 0.62 nm. This is 5\% of $W$, but 74\% of the in-plane long-range pair energy; in the bulk the same coupling lowers the energy per layer by about $0.10\ \mathrm{eV/nm^2}$, or 6\% of $W$. The estimate treats the layers as infinitely thin, although their thickness is comparable with their spacing. It also omits the wavevector-dependent out-of-plane field of a layer on itself, which would make a thin sheet unstable for $q>1/(2\pi\alpha_\perp)$. Spreading the polarization uniformly over layers 0.5 to 0.6 nm thick makes the contribution about 2.5 to 5 times larger without that self term, and roughly 6 to 13 times larger with it (5 to 8 times if $q$ is limited to the Brillouin zone). That picture is crude as well, and its result depends strongly on the assumed thickness. The sheet value is therefore an illustration, and the true size of this contribution remains open. The model's division into contact and long-range parts should not be taken literally.

\emph{Temperature.} Let $K$ be the interlayer spring constant per area, $\kappa$ the bending stiffness and $\rho$ the areal mass. If the layers slide freely over each other, flexural waves obey $\rho\omega^2=\kappa q^4+4K\sin^2(\theta/2)$ in the bulk and $\rho\omega^2=\kappa q^4$ in a free layer. A classical mode has free energy $k_BT\ln(\hbar\omega/k_BT)$. With $Q=4K\sin^2(\theta/2)/\kappa$,
\begin{equation}
\Delta W=F_1-F_b=-\frac{k_BT}{4\pi}\left\langle\int_0^\infty q\ln\!\left(1+\frac{Q}{q^4}\right)dq\right\rangle_\theta .
\end{equation}
Substituting $u=q^2$ and integrating by parts turns the integral into $\int_0^\infty Q\,du/(u^2+Q)=\pi\sqrt Q/2$. The average of $\sin(\theta/2)$ over $0<\theta<\pi$ is $2/\pi$, so $\langle\sqrt Q\rangle=(4/\pi)\sqrt{K/\kappa}$ and
\begin{equation}
\Delta W=-\frac{k_BT}{2\pi}\sqrt{\frac K\kappa}
=-\frac{0.02585}{2\pi}\sqrt{\frac{478}{10}}
=-0.028\ \mathrm{eV/nm^2}
\end{equation}
at 300 K, or $-1.6\%$ of $W$. Here $K=478\ \mathrm{eV/nm^4}$ follows from the model, and $\kappa=10$ eV is a rough input. With $\rho=3.0\times10^{-6}\ \mathrm{kg/m^2}$ the highest interlayer quantum, $2\hbar\sqrt{K/\rho}$, is 6.7 meV, against $k_BT=25.9$ meV, so the classical form is adequate. Real layers resist sliding, which stiffens the bulk waves further. With a rough interlayer shear modulus of 19 GPa, and with wavevectors limited to the in-plane Brillouin zone, the flexural and in-plane acoustic waves together give about $-0.05\ \mathrm{eV/nm^2}$, or 3\% of $W$. Optical vibrations within the layers are not included.

\emph{In-plane relaxation.} A biaxial strain $\eta$ stores $Y\eta^2/(1-\nu)$ per area. With the rough values $Y=170$ N/m, $\nu=0.25$ and a mismatch of 0.2\%, releasing it lowers $W$ by $0.006\ \mathrm{eV/nm^2}$, or 0.3\%.

\emph{Retardation.} In vacuum it sets in near $c_{\rm light}/\omega_0=39.5$ nm. Inside the stack the in-plane permittivity $1+2r/c\approx14$ shortens this to about 11 nm, comparable with the thickness of the 16-layer slab. Retarded coupling of the same sheets moves $W$ by only about $0.03\ \mathrm{meV/nm^2}$, but it lowers $W-W_{16}$ from 5.3 to about $4.9\ \mu\mathrm{eV/nm^2}$, and the error of thicker slabs by a growing fraction. The identity (\ref{main}) is unaffected.

\section{Relation to real crystals and calculations}

The spacing and a peel cost of a few tenths of $\mathrm{J/m^2}$ are roughly typical of MoS$_2$. The Morse depth was chosen for that regime, so the agreement is not a prediction. A single oscillator replaces the whole electronic spectrum. Real exfoliation also breaks the assumption of a reversible path to a free, flat monolayer: tape or a substrate binds the layer, and bending, defects and finite speed dissipate work. These contributions are not sized here and can change the measured work. Of the effects estimated above, in-plane relaxation and acoustic vibrations shift $W$ by about 0.3\% and 3\%, while the size of the out-of-plane polarization term remains open.

For a first-principles calculation, Eq.~(\ref{main}) replaces a series of thick slabs by one bulk cell and one monolayer. The bulk energy must be divided by the number of layers in the cell. Both calculations need the same functional, the same pseudopotentials or basis, and equivalent in-plane sampling. The bulk sampling along the stacking direction must also be converged, and the monolayer needs enough vacuum. The choice of in-plane lattice for the monolayer decides whether its relaxation is counted. The identity removes the slab-thickness error; the error of the functional in describing interlayer binding remains in full.

\section*{Computed results}
\begin{verbatim}
PAIR MODEL (dimensionless)
p=1.5: W=2.12255, W_80=1.90024, top spacing=1.1049
  W-W_80=2.223e-01, tail sum=2.243e-01
  cleavage energy N=20: 15.4027, N=80: 33.0693
p=2.5: W=0.92227, W_80=0.92133, top spacing=1.0310
  W-W_80=9.408e-04, tail sum=9.405e-04
  cleavage energy N=20: 1.8732, N=80: 2.0224
p=4.0: W=0.54116, W_80=0.54116, top spacing=1.0101
  W-W_80=6.634e-07, tail sum=6.634e-07
  cleavage energy N=20: 0.6564, N=80: 0.6568
ABAB stack, p=4, strengths 1.0, 0.6: peel A=0.21062, peel B=0.18553
  mean=0.19808, minus bulk=0.19808
LAYERED MODEL, rough MoS2 regime
Morse depth 1.6 eV/nm^2, length 0.62 nm, steepness 12.0 1/nm
r_in 4.0 nm, oscillator quantum 5.0 eV
bulk spacing: 0.61878 nm
long-range energy of two layers at 0.62 nm: -0.12485 eV/nm^2
e1 - eb: 1.730984 eV/nm^2 = 0.2773 J/m^2
W_2: 1.725169 eV/nm^2, W-W_2: 5815.09 ueV/nm^2
W_3: 1.729726 eV/nm^2, W-W_3: 1257.57 ueV/nm^2
W_4: 1.730526 eV/nm^2, W-W_4: 457.91 ueV/nm^2
W_8: 1.730938 eV/nm^2, W-W_8: 46.48 ueV/nm^2
W_16: 1.730979 eV/nm^2, W-W_16: 5.26 ueV/nm^2
average peel cost of 16 layers: 1.622292 eV/nm^2
cleavage energy, 16 layers: 1.739080 eV/nm^2
top spacing minus bulk: 0.0271 pm
relaxation energy, both faces: 0.36 ueV/nm^2
removal bound minus eb: 5.265 ueV/nm^2
insertion bound minus eb: 5.265 ueV/nm^2
NEGLECTED EFFECTS
out-of-plane polarization, r_out 0.25 nm: -0.0918 eV/nm^2 per pair
interlayer spring: 478.1 eV/nm^4, bending 10.0 eV
areal mass 3.0e-06 kg/m^2, top interlayer quantum 6.65 meV, kT 25.85 meV
flexural free-energy change of W at 300 K: -0.0284 eV/nm^2
sheet modulus 170.0 N/m, Poisson 0.25, mismatch 0.002
in-plane relaxation lowers W by: 0.0057 eV/nm^2
retardation length: 39.5 nm
\end{verbatim}
